# Elastic shear and lattice tilt in coherent (113) cubic films

## Which cell parameters must be free

A calculation of a coherently strained film can start from a bulk cell whose two in-plane vectors are fixed to the substrate. It must then be decided how the third vector may relax. For a cubic film on (001), (011) or (111) under equal strain in all in-plane directions, it is enough to vary the spacing along the surface normal, provided that any in-plane part of the third vector is first scaled by the same factor as the two fixed vectors. This is exact in linear elasticity; at finite strain the exceptions are (011) in the classes $23$ and $m\bar3$ and films that break their symmetry spontaneously, both treated below. On (113), unless the film is elastically isotropic, this leaves a shear stress in the cell, and the energy, the layer spacing and the lattice directions all come out wrong. The third vector must also be free to lean.

The same distinction matters in diffraction. A coherent (113) film leans without tilting its (113) planes, so the direction of the reflection from the surface planes does not reveal the lean.

## The deformation that coherency leaves open

Let the film and a rigid, thick substrate be cubic with the same orientation. The misfit strain is

$$\varepsilon=\frac{a_{\rm substrate}-a_{\rm film}}{a_{\rm film}},$$

negative when the film is compressed. The film is uniform, laterally infinite and free of dislocations. Its upper surface is free, surface stress is neglected, and the unit normal $n$ has no miscut. Linear elasticity is used until finite strain is considered below.

Let $H_{ij}=\partial u_i/\partial x_j$ be the displacement gradient measured from the stress-free film. Coherency requires $Hv=\varepsilon v$ for every in-plane vector $v$. Thus $H-\varepsilon I$ gives zero on the whole plane and can act only on the component along $n$:

$$H=\varepsilon I+b\otimes n,\qquad (b\otimes n)_{ij}=b_i n_j .$$

The vector $b$ is unknown. The quantity with a direct geometrical meaning is

$$d=Hn=b+\varepsilon n,$$

the displacement gained per unit height. Its normal component $d_n$ is the thickness strain, and its in-plane part is the shear. Since $b$ and $d$ differ by a multiple of $n$, their in-plane parts are equal.

## Why the free surface selects a shear

The energy density is $W=\frac12 C_{ijkl}H_{ij}H_{kl}$, with repeated indices summed. The symmetry of $C$ removes the rotational part of $H$. In a cubic crystal a uniform dilation produces a pure pressure:

$$C_{ijkl}\delta_{kl}=(C_{11}+2C_{12})\delta_{ij}=3K\delta_{ij},$$

where $K$ is the bulk modulus. Inserting $H$ gives three terms. The dilation with itself gives $\frac12\varepsilon^2\,3K\delta_{ii}=\frac92K\varepsilon^2$. The two equal cross terms give $3K\varepsilon\,b\cdot n$. The remaining term is quadratic in $b$. Hence

$$W=\tfrac92K\varepsilon^2+3K\varepsilon\,b\cdot n+\tfrac12\,b\cdot\Gamma b,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .$$

Setting the derivative with respect to $b$ to zero gives

$$\Gamma b=-3K\varepsilon\,n. \tag{1}$$

This is also the free-surface condition, because the traction is $\sigma_{ij}n_j=3K\varepsilon n_i+\Gamma_{ik}b_k$. In a stable crystal $b\cdot\Gamma b$ is twice the energy of the strain contained in $b\otimes n$. That strain vanishes only for $b=0$, so $\Gamma$ is positive definite and the solution is unique.

Suppose there is no shear, so that $b=\beta n$. Equation (1) becomes $\beta\Gamma n=-3K\varepsilon n$. Its right side is nonzero, hence $\beta\neq0$ and $n$ is an eigenvector of $\Gamma$. Conversely, if $\Gamma n=\lambda n$, the unique solution is $b=-(3K\varepsilon/\lambda)n$, without shear. The matrix $\Gamma$ also governs sound waves travelling along $n$. The shear is therefore absent exactly when a purely longitudinal wave can travel along the film normal.

For cubic symmetry, write

$$C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+A\,\delta_{ijkl},$$

$$A=C_{11}-C_{12}-2C_{44},$$

where $\delta_{ijkl}$ is one if all four indices agree and zero otherwise. Contracting with $n_jn_l$ gives, without summation over $i$ in the last term,

$$\Gamma_{ik}=C_{44}\delta_{ik}+(C_{12}+C_{44})n_in_k+A n_i^2\delta_{ik}.$$

Acting on $n$ and using $n\cdot n=1$,

$$(\Gamma n)_i=(C_{12}+2C_{44})n_i+A n_i^3. \tag{2}$$

If $A=0$, every $n$ is an eigenvector and no orientation shears. If $A\neq0$, there must be a number $\mu$ with $A n_i^3=\mu n_i$ for each $i$. Each component is then zero or satisfies $n_i^2=\mu/A$, so all nonzero components have equal magnitude. One, two or three nonzero components give the families $\langle001\rangle$, $\langle011\rangle$ and $\langle111\rangle$. Every other normal shears, including $[113]$.

There is a mechanical reading of this result. The stiffness against pure extension along $n$ is $L(n)=n\cdot\Gamma n=C_{12}+2C_{44}+A\sum_i n_i^4$. Turn the normal by an angle $\theta$ toward an in-plane unit vector $t$. At $\theta=0$,

$$\frac{dL}{d\theta}=4A\sum_i n_i^3t_i=4\,t\cdot\Gamma n .$$

The last equality follows from (2) and $n\cdot t=0$. The coupling between thickness change and shear is thus one quarter of the slope of the longitudinal stiffness. On a symmetric normal the slope is zero. On (113) it is not, and the film lowers its energy by leaning.

## What symmetry forbids, and what it merely permits

Let $R$ be a crystal operation with $Rn=n$. It turns the deformation into $RHR^T=\varepsilon I+(Rb)\otimes n$, which has the same energy and the same misfit. Uniqueness of the minimum then requires $Rb=b$. An operation with $Rn=-n$ can be used too: $R$ and $-R$ turn $H$ in the same way, and $-R$ keeps $n$. The two-fold axes and mirrors named below include those obtained by this change of sign.

A two-fold rotation about $n$ reverses every in-plane vector, so the in-plane part $v$ of $b$ satisfies $v=-v=0$. This covers (001), whose four-fold axis contains a two-fold one, and (011). For a three-fold axis, invariance gives $v=Rv=R^2v$. The sum of these three vectors is zero, hence $3v=0$. This covers (111).

The normal $[113]$ has no rotation axis. The mirror that exchanges $x$ and $y$ remains. With

$$n=\frac{[1\,1\,3]}{\sqrt{11}},\quad t=\frac{[3\,3\,\bar2]}{\sqrt{22}},\quad s=\frac{[1\,\bar1\,0]}{\sqrt2},$$

the mirror reverses $s$ and keeps $t$. Shear along $s$ is forbidden and shear along $t$ is permitted. Symmetry does not fix its size, which depends on the misfit and the elastic constants and vanishes in linear elasticity if $A=0$.

The argument does not use small strain. It extends to finite strain on the branch connected to the unstrained film, as long as the minimum on that branch stays unique. A film that breaks its symmetry spontaneously escapes it. The cubic classes $23$ and $m\bar3$ need a further restriction: their linear elastic tensor has a two-fold axis along $[011]$ and the mirror that exchanges $x$ and $y$, but the crystal has neither. For (011), and for shear along $s$ on (113), this argument then protects the linear result alone.

## The size of the effect on (113)

The elements of $\Gamma$ follow from the components of $n$, $t$ and $s$. The sums needed are

$$\sum n_i^4=\frac{1+1+81}{121}=\frac{83}{121},$$

$$\sum n_i^3t_i=\frac{3+3-54}{11\sqrt{11}\sqrt{22}}=-\frac{24\sqrt2}{121},$$

$$\sum n_i^2t_i^2=\frac{9+9+36}{11\cdot22}=\frac{27}{121}.$$

Therefore

$$\Gamma_{nn}=C_{12}+2C_{44}+\tfrac{83}{121}A,$$

$$\Gamma_{tt}=C_{44}+\tfrac{27}{121}A,\qquad \Gamma_{nt}=-\tfrac{24\sqrt2}{121}A.$$

The elements $\Gamma_{ns}$ and $\Gamma_{ts}$ vanish because the $x$ and $y$ contributions cancel. Equation (1) reduces to

$$\Gamma_{nn}b_n+\Gamma_{nt}b_t=-3K\varepsilon,\qquad \Gamma_{nt}b_n+\Gamma_{tt}b_t=0.$$

The second equation gives $b_t=-\Gamma_{nt}b_n/\Gamma_{tt}$. Substitution in the first gives $b_n=-3K\varepsilon\Gamma_{tt}/\Delta$, where $\Delta=\Gamma_{nn}\Gamma_{tt}-\Gamma_{nt}^2$. With $d_t=b_t$ and $d_n=\varepsilon+b_n$,

$$d_t=\frac{3K\varepsilon\,\Gamma_{nt}}{\Delta},\qquad d_n=\varepsilon-\frac{3K\varepsilon\,\Gamma_{tt}}{\Delta}. \tag{3}$$

Stability makes $K$ and $\Delta$ positive, so $d_t$ has the sign of $-A\varepsilon$. For weak anisotropy, $\Delta$ may be replaced by its value at $A=0$:

$$d_t\simeq-\frac{24\sqrt2}{121}\,\frac{3K A\,\varepsilon}{C_{44}(C_{12}+2C_{44})}.$$

Formula (3) was tested against direct minimization of the cubic strain energy for random stable constants.

Take the round model constants $C_{11}=120$, $C_{12}=60$, $C_{44}=60$ GPa and $\varepsilon=-0.01$. GPa and degrees are the natural units here. Then $A=-60$ GPa, $3K=240$ GPa and $3K\varepsilon=-2.4$ GPa. The matrix elements are $\Gamma_{nn}=138.84$, $\Gamma_{tt}=46.61$ and $\Gamma_{nt}=16.83$ GPa, with $\Delta=6188\ {\rm GPa}^2$. Equation (3) gives

$$d_t=\frac{-2.4\times16.83}{6188}=-0.00653,$$

$$d_n=-0.01+\frac{2.4\times46.61}{6188}=0.00808.$$

The shear is about two thirds of the misfit. The weak-anisotropy formula would give $d_t/\varepsilon=0.37$ instead of $0.65$, so this crystal lies well outside that limit.

The film thickens and leans toward $-t$. Since $-t\cdot[001]=2/\sqrt{22}>0$, this is toward $[001]$. For $A<0$ the stiffness $L$ is lowest along the cube axes, and a (113) film compressed in the plane leans toward the nearest soft direction, $[001]$. The sense of the lean is set by the sign of $-A\varepsilon$, not by the sign of $d_n$.

## What “tilt” means in a measurement

In the film, $Hn=d_nn+d_tt$ while $Ht=\varepsilon t$. The tensor shear strain is therefore $d_t/2$. The antisymmetric part of $H$ is a rigid rotation by $d_t/2$, counted positive from $n$ toward $t$. A lattice row along $[113]$ receives both contributions and leans by $d_t$ to first order, or by $\arctan[d_t/(1+d_n)]$ for the given gradient. The example gives $-0.37^\circ$ for the row and $-0.19^\circ$ for the rotation.

The (113) planes do not tilt: they are spanned by in-plane vectors, which stay in the plane. Other planes turn, except those whose normal is perpendicular to $b$, such as $(1\bar10)$. A plane normal $g$ changes by $-H^Tg$ to first order. Write $H=S+\Omega$, with $S$ symmetric and $\Omega$ the rotation by $\omega=d_t/2$, so that $-H^T=-S+\Omega$. For two orthogonal unit normals $g_1$ and $g_2$ in the $n$–$t$ plane, with $g_2$ a positive quarter turn from $g_1$, the two tilts are

$$-g_2\cdot Sg_1+\omega,\qquad +g_1\cdot Sg_2+\omega .$$

The strain terms cancel in the mean, which is $\omega$. The (001) and (110) planes form such a pair. Their tilts in the example are $-0.47^\circ$ and $0.09^\circ$, with mean $-0.19^\circ$, as required.

One inclined reflection is not evidence of shear. In an unsheared (011) film with the same constants and misfit, the (010) and (001) planes turn by $+0.46^\circ$ and $-0.46^\circ$, counted positive from $[011]$ toward $[01\bar1]$. The difference between the thickness strain and the in-plane strain does this without any shear, and the mean is zero. To identify the shear, compare such a pair. A measured tilt of the (113) planes themselves lies outside the present model.

## The cost of locking the shear

Suppose that a calculation relaxes the spacing but holds $b_t=0$. Minimizing $\frac92K\varepsilon^2+3K\varepsilon b_n+\frac12\Gamma_{nn}b_n^2$ gives $b_n=-3K\varepsilon/\Gamma_{nn}$. The normal stress vanishes, but a shear traction remains:

$$\sigma_{tn}=\Gamma_{nt}b_n=-\frac{3K\varepsilon\,\Gamma_{nt}}{\Gamma_{nn}}=\frac{2.4\times16.83}{138.84}=0.29\ {\rm GPa}.$$

A free surface cannot support it. The locked energy is

$$W_{\rm lock}=\tfrac92K\varepsilon^2-\frac{(3K\varepsilon)^2}{2\Gamma_{nn}} .$$

In the free film, (1) gives $b\cdot\Gamma b=-3K\varepsilon b_n$, so $W_{\rm free}=\frac92K\varepsilon^2+\frac12\,3K\varepsilon b_n$. Inserting $b_n=-3K\varepsilon\Gamma_{tt}/\Delta$ and subtracting,

$$W_{\rm lock}-W_{\rm free}=\frac{(3K\varepsilon)^2}{2}\left(\frac{\Gamma_{tt}}{\Delta}-\frac1{\Gamma_{nn}}\right)=\frac{(3K\varepsilon)^2\,\Gamma_{nt}^2}{2\,\Gamma_{nn}\Delta}.$$

The last step uses $\Gamma_{nn}\Gamma_{tt}-\Delta=\Gamma_{nt}^2$. In the example the energy density falls from 15.26 to 14.31 MJ/m³, by 6.2 percent of the locked value. The thickness strain is also affected: the locked cell gives $-0.01+2.4/138.84=0.0073$ instead of $0.0081$. At fixed constants the energy error grows as $\varepsilon^2$, but its fraction of the total does not depend on $\varepsilon$ in linear elasticity.

The stress of the relaxed film is not equibiaxial, although the in-plane strain is. It is $-1.52$ GPa along $[33\bar2]$ and $-1.34$ GPa along $[1\bar10]$. Because $\sigma n=0$, the energy is $\frac12\varepsilon(\sigma_{tt}+\sigma_{ss})=\frac12(0.01)(2.86)$ GPa, or 14.3 MJ/m³, in agreement with the value above. One biaxial modulus cannot convert misfit into both stresses.

## When the symmetric orientations need care

**Unequal in-plane strain.** If the substrate imposes an in-plane strain $E$, a two-fold axis along $n$ still leaves $E$ unchanged, and (001) and (011) remain free of shear. A three-fold axis does not preserve a general $E$. Take (111) with $E=e\,t'\otimes t'$ and $t'=[11\bar2]/\sqrt6$. Zero traction now reads $\Gamma d=-\sigma^En$, where $\sigma^E$ is the stress due to $E$. The terms in $C_{12}$ and $C_{44}$ give no traction along $t'$, and the $A$ term gives

$$t'\cdot\sigma^En=Ae\sum_i n_it_i'^3=Ae\,\frac{1+1-8}{\sqrt3\,(6\sqrt6)}=-\frac{Ae}{3\sqrt2}.$$

For this normal $\Gamma_{t't'}=C_{44}+A/3$, with no coupling to $n$. Hence

$$d_{t'}=\frac{Ae}{3\sqrt2\,(C_{44}+A/3)}=-0.354\,e$$

for the model constants. An equal strain along $s=[1\bar10]/\sqrt2$ adds $Ae\sum_i n_is_i^2t'_i=+Ae/(3\sqrt2)$ to the traction and cancels it. The word “equibiaxial” is therefore essential for (111).

**Miscut.** Tilt the normal from $[001]$ by a small angle $\theta$ toward $[100]$: $n=(\sin\theta,0,\cos\theta)$ and $t=(\cos\theta,0,-\sin\theta)$. Then

$$\sum n_i^3t_i=\sin\theta\cos\theta(\sin^2\theta-\cos^2\theta)\simeq-\theta.$$

To first order in $\theta$, $\Gamma_{nt}\simeq-A\theta$ and $\Delta\simeq C_{11}C_{44}$, so

$$d_t\simeq-\frac{3KA\,\varepsilon\theta}{C_{11}C_{44}}.$$

For the model constants this is $2\varepsilon\theta$. A miscut of $1^\circ$ at one percent compression gives a lean of magnitude $0.02^\circ$ for the material line along the surface normal. Low-index features behave differently. With $b_n\simeq-3K\varepsilon/C_{11}$, the $[001]$ row leans toward $[100]$ by $b_n\theta+d_t$, which vanishes to first order for the model constants because $A=-C_{44}$. The normal of the (001) planes turns by $-b_n\theta$, also $0.02^\circ$ in magnitude, but this turn contains no shear term and occurs equally in an isotropic film with the same $C_{11}$ and $C_{12}$. The estimate treats the surface as a smooth inclined plane and omits the local strain fields of steps.

**Finite strain.** An fcc crystal with Morse pair forces provides a test beyond linear elasticity. It is relaxed from a start that already contains an in-plane component. For small misfit on (113), its $d_t/\varepsilon=1.1454$ agrees with (3) evaluated for its own elastic constants. This value belongs to a lattice sum cut at 86 neighbours; a longer sum raises it by about 0.01, to 1.155. At $\varepsilon=-0.01$ the relaxed value is $d_t=-0.0105$ and the linear one $-0.0115$, too large in magnitude by about 9.5 percent of the relaxed value. At $\varepsilon=-0.03$ the forbidden shear on (001), (011) and (111) is zero to rounding. At these strains nonlinearity changes the amount of lean but does not create it where symmetry forbids it. The protection ends when the symmetric state loses stability: in this crystal the unsheared (011) film becomes unstable against shear near $\varepsilon=+0.08$.

## What to do in a calculation

Keep the two in-plane vectors fixed and let the third vector $a_3$ relax in all three components, together with the atoms inside the cell. If $h=n\cdot a_3$ and $a_\parallel$ is the in-plane part of $a_3$ in the unstrained film, a good starting vector on (113) is

$$a_3'=(1+\varepsilon)a_\parallel+h\left[(1+d_n)n+d_tt\right],$$

with $d_n$ and $d_t$ from (3). At the end, check that $\sigma_{nn}$, $\sigma_{tn}$ and $\sigma_{sn}$ all vanish within the stress tolerance. A vanishing $\sigma_{nn}$ alone does not show that the film is relaxed.

In a slab with vacuum, the shear can develop through atomic positions without a leaning cell, provided that the film atoms may move sideways. The displacement accumulates with height: apart from the relaxation of the surface layers, a film of thickness $h$ shifts its top by $h d_t$, which has a magnitude of 0.65 Å for 100 Å of the model film. In a periodic superlattice there is no vacuum to absorb this shift, and the repeat vector must be free to lean unless the shifts of the layers cancel, as they can when the layers have opposite misfits. The numerical output below gives the values for the model film, the other orientations and the Morse crystal.

## Computed results

```
C11, C12, C44 = 120, 60, 60 GPa
misfit strain eps = -0.010
A = -60.0 GPa; 3K = C11+2C12 = 240.0 GPa
Zener ratio 2C44/(C11-C12) = 2.00
Gamma_nn = 138.843 GPa
Gamma_tt = 46.612 GPa
Gamma_nt = 16.830 GPa
determinant Delta = 6188.4 GPa^2
d_t/eps = 0.6527; d_n/eps = -0.8077
d_t = -0.006527; d_n = 0.008077
tensor shear strain d_t/2 = -0.003264
first-order [113] row lean d_t = -0.3740 degree
[113] row lean from F = -0.3710 degree
rigid rotation from F = -0.1872 degree
(113) film: tilt of (1, 1, 3) planes = -0.0000 degree
(113) film: tilt of (0, 0, 1) planes = -0.4718 degree
(113) film: tilt of (1, 1, 0) planes = 0.0928 degree
(011) film: tilt of (010) planes = 0.4593 degree
(011) film: tilt of (001) planes = -0.4593 degree
stress along [33-2] = -1.5231 GPa
stress along [1-10] = -1.3385 GPa
shear traction with shear locked = 0.2909 GPa
energy density, shear locked = 15.257 MJ/m^3
energy density, shear free = 14.308 MJ/m^3
energy release = 0.949 MJ/m^3
release / locked energy = 6.22 percent
orientations swept = 22; unsheared = [(0, 0, 1), (0, 1, 1), (1, 1, 1)]
least in-plane |d|/eps among the others = 0.1293
(111), unit strain along [11-2] only: d_t = -0.3536
Morse crystal: alpha*r0 = 5.0; pairs = 86
Morse crystal: C11/C12 = 1.5917; C44/C12 = 1 (central)
Morse (113): d_t/eps linear formula = 1.145412
Morse (113): d_t/eps from relaxation = 1.145413
Morse (113), eps=-0.01: linear d_t = -0.011454
Morse (113), eps=-0.01: relaxed d_t = -0.010461
Morse, eps=-0.03: largest forbidden |d_t| = 2.0e-16
```
